# Twofold and fourfold ground subbands of a thin (001) silicon film

## Problem

A silicon film of thickness \(L=5\) nm has its surface normal, the \(z\) axis, along [001]. The film is unstrained, the potential inside is flat, and the two surfaces are impenetrable walls. The conduction band has six equivalent valleys, two along each cube axis. Each is a parabolic ellipsoid with mass \(m_l=0.916\,m_0\) along its own axis and \(m_t=0.19\,m_0\) across it, where \(m_0\) is the free-electron mass. These masses are rough typical values. Coupling between valleys is neglected.

(a) Find the confinement mass and the in-plane masses of each valley.

(b) Derive the subband edges and show that the lowest twofold and fourfold edges differ by about 63 meV.

(c) Is the fourfold ground subband the first one above the twofold ground subband?

(d) Replace the hard walls by oxide with a barrier \(V=3.1\) eV and an electron mass \(m_b=0.5\,m_0\), both rough values. How far does the separation move?

(e) Estimate the effects of nonparabolicity, of a gate field and of one atomic layer more or less.

(f) For the hard-wall film at 300 K with \(10^{12}\) electrons per cm\(^2\), what share of the electrons is in the fourfold valleys?

## Solution

### (a) Which mass belongs to which direction

Let \(\mathbf q\) be the wavevector measured from the centre of a valley, and let the unit vector \(\mathbf n\) point along the valley's axis. The component \(\mathbf q\cdot\mathbf n\) moves with mass \(m_l\), and the rest of \(\mathbf q\) with mass \(m_t\):

\[
E(\mathbf q)=\frac{\hbar^2}{2}\left[\frac{(\mathbf q\cdot\mathbf n)^2}{m_l}+\frac{q^2-(\mathbf q\cdot\mathbf n)^2}{m_t}\right].
\]

Energies are measured from the bulk conduction-band edge. For the two valleys with \(\mathbf n=\pm\hat z\), this becomes

\[
E=\frac{\hbar^2}{2}\left(\frac{q_x^2+q_y^2}{m_t}+\frac{q_z^2}{m_l}\right).
\]

For the two valleys with \(\mathbf n=\pm\hat x\), it becomes

\[
E=\frac{\hbar^2}{2}\left(\frac{q_x^2}{m_l}+\frac{q_y^2+q_z^2}{m_t}\right),
\]

and the valleys along \(\pm\hat y\) follow by exchanging \(x\) and \(y\). The film normal is a cube axis, so no product such as \(q_xq_z\) appears, and the motion across the film separates from the motion in its plane.

The confinement mass \(m_z\) is the one that divides \(q_z^2\). It is \(m_l\) for two valleys, the twofold set, and \(m_t\) for four valleys, the fourfold set. The in-plane masses are \((m_t,m_t)\) for the twofold set and \((m_l,m_t)\) for the fourfold set. A twofold electron is thus heavy across the film and light in every direction along it.

### (b) The subband edges

In the effective-mass description, \(q_z\) acts on a slowly varying envelope as \(-i\,d/dz\). Write the envelope as \(e^{i(q_xx+q_yy)}f(z)\). The in-plane part adds its kinetic energy, which vanishes at the valley centre. The subband edge is the energy there, and it obeys

\[
-\frac{\hbar^2}{2m_z}f''(z)=E f(z),\qquad f(0)=f(L)=0 .
\]

Multiply by \(f^*\) and integrate by parts. The boundary term vanishes at the walls, leaving

\[
E\int_0^L|f|^2dz=\frac{\hbar^2}{2m_z}\int_0^L|f'|^2dz .
\]

The right side is positive, because a constant \(f\) that vanishes at the walls is zero everywhere. Hence \(E>0\), and we may set \(E=\hbar^2k^2/2m_z\) with \(k>0\). The general solution is \(f=A\sin kz+B\cos kz\). The wall at \(z=0\) requires \(B=0\), and the wall at \(z=L\) requires \(\sin kL=0\). Therefore \(k=j\pi/L\) with \(j=1,2,3,\dots\), and

\[
E_j=\frac{\hbar^2\pi^2j^2}{2m_zL^2}.
\]

Subtracting the two ground edges gives

\[
\Delta=E_1^{(4)}-E_1^{(2)}=\frac{\pi^2\hbar^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right),
\]

where the superscripts name the fourfold and twofold sets. Since \(m_t<m_l\), the fourfold edge is the higher one.

For the numbers, use \(\hbar^2/2m_0=0.038100\) eV nm\(^2\). A particle of mass \(m_0\) would have the ground energy

\[
\frac{\pi^2\times0.038100\ \text{eV nm}^2}{(5\ \text{nm})^2}=15.041\ \text{meV}.
\]

Dividing by the two relative masses,

\[
E_1^{(2)}=\frac{15.041}{0.916}=16.42\ \text{meV},\qquad
E_1^{(4)}=\frac{15.041}{0.19}=79.16\ \text{meV},
\]

\[
\Delta=79.16-16.42=62.74\ \text{meV}\approx 63\ \text{meV}\;(0.063\ \text{eV}).
\]

This is the required result. Diagonalizing a finite-difference Hamiltonian for each of the six valleys also gives two low and four high ground levels, 62.74 meV apart. The decimals serve to follow the arithmetic; the rough masses do not justify quoting more than 63 meV.

The formula has two simple limits. If \(m_l\) and \(m_t\) were equal, the separation would vanish, so in this model it comes from the anisotropy of the valleys. With the masses held fixed, it falls as \(1/L^2\): a 10 nm film has 15.69 meV, a quarter of the value at 5 nm. It equals the thermal energy at 300 K, 25.85 meV, at

\[
L=5\ \text{nm}\times\sqrt{62.74/25.85}\approx7.8\ \text{nm}.
\]

### (c) The order of the levels

Each set of valleys has its own ladder of edges, proportional to \(j^2\). The second twofold edge is

\[
E_2^{(2)}=4E_1^{(2)}=65.68\ \text{meV},
\]

which is below the fourfold ground edge at 79.16 meV. So the answer is no: the first edge above the ground edge is the second twofold one, 49.26 meV up.

In general, \(E_2^{(2)}<E_1^{(4)}\) requires \(4/m_l<1/m_t\), or \(4m_t<m_l\). Here \(4m_t=0.76\,m_0\), so the condition holds. The thickness cancels, so with hard walls the order is the same for every \(L\). This need not hold for other walls, as part (d) shows. The 63 meV is the distance between the bottoms of two ladders, not the smallest distance between subband edges.

### (d) Oxide walls

Put \(z=0\) at the middle of the film. With a position-dependent mass, the equation at the valley centre is

\[
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1{m(z)}\frac{df}{dz}\right)+U(z)f=Ef,
\]

with \(U=0\) in the film and \(U=V\) in the oxide. Integrating over a vanishingly thin layer around an interface leaves only the first term, so \(f'/m\) must be continuous there, as well as \(f\).

The ground state is even. Inside, \(f=A\cos kz\) with \(k^2=2m_zE/\hbar^2\). Outside, \(f=Be^{-\kappa(|z|-L/2)}\) with \(\kappa^2=2m_b(V-E)/\hbar^2\). At \(z=L/2\) the two conditions read

\[
A\cos\frac{kL}{2}=B,\qquad
-\frac{k}{m_z}A\sin\frac{kL}{2}=-\frac{\kappa}{m_b}B .
\]

Dividing the second by the first gives

\[
\frac{k}{m_z}\tan\frac{kL}{2}=\frac{\kappa}{m_b}.
\]

As \(kL/2\) rises from 0 towards \(\pi/2\), the left side grows from zero without limit while the right side decreases. There is one crossing, at \(k<\pi/L\), so both ground edges fall below their hard-wall values. The numerical roots are

\[
E_1^{(2)}=15.35\ \text{meV},\qquad E_1^{(4)}=58.44\ \text{meV},\qquad \Delta=43.09\ \text{meV}.
\]

The separation has dropped by 19.65 meV, or 31% of the hard-wall value. This is a large change for a barrier about forty times higher than the fourfold edge, and an approximate solution shows where it comes from.

Write \(kL/2=\pi/2-\theta\) with small \(\theta\). Then \(\tan(kL/2)=\cot\theta\approx1/\theta\), and the matching condition gives \(\theta\approx k\,m_b/(m_z\kappa)\). Inserting this in the definition of \(\theta\) and multiplying by 2,

\[
k(L+2d)\approx\pi,\qquad d=\frac{m_b}{m_z\kappa}.
\]

The film behaves like a hard-wall box widened by \(d\) on each side. Neglecting \(E\) beside \(V\),

\[
\kappa\approx\sqrt{\frac{0.5\times3.1}{0.0381}}\ \text{nm}^{-1}\approx6.4\ \text{nm}^{-1},
\]

so \(d\approx0.41\) nm for the fourfold valleys but only 0.09 nm for the twofold ones. For the fourfold edge the widened box gives

\[
79.16\ \text{meV}\times\left(\frac{5}{5+2\times0.41}\right)^2\approx58\ \text{meV},
\]

in agreement with the numerical root. The second twofold edge falls much less, to

\[
65.68\ \text{meV}\times\left(\frac{5}{5+2\times0.09}\right)^2\approx61\ \text{meV}.
\]

It now lies above the fourfold ground edge, so the order found in part (c) is reversed. The two edges are only about 3 meV apart, and their order depends on the thickness and on the oxide parameters. For the fourfold valleys \(d\) exceeds the decay length \(1/\kappa\approx0.16\) nm, because the factor \(m_b/m_z\) is 2.6. For the twofold valleys this factor is 0.55, and \(d\) is shorter than the decay length.

The hard-wall formula therefore needs \(2d\ll L\), which for the masses used here is a stricter condition than \(E\ll V\). To see this, put \(k\approx\pi/L\) and \(k/\kappa\approx\sqrt{m_zE/(m_bV)}\) into \(2d/L\):

\[
\frac{2d}{L}\approx\frac{2}{\pi}\sqrt{\frac{m_bE}{m_zV}} .
\]

The small ratio \(E/V\) enters through its square root. For the fourfold valleys the factor \(m_b/m_z>1\) enlarges the result further.

The oxide mass matters too. Since \(\kappa\propto\sqrt{m_b}\), the length \(d\) varies as \(\sqrt{m_b}\), and a lighter oxide mass moves the result back towards the hard-wall one. With \(m_b=0.3\,m_0\) and the same barrier, the edges are 15.58 and 62.24 meV, and the separation is 46.66 meV.

### (e) Three further corrections

Each correction below starts again from the hard-wall film and changes one thing. They are separate estimates and should not simply be added.

**Nonparabolicity.** Away from the band edge the energy rises more slowly than \(q^2\). A common description is \(E(1+\alpha E)=E_p\), where \(E_p\) is the parabolic energy and \(\alpha\approx0.5\) eV\(^{-1}\) is a rough value, used here for both sets. The sine functions remain solutions, because the kinetic energy still depends on \(k^2\) alone at the valley centre. Solving \(\alpha E^2+E-E_p=0\) for its positive root,

\[
E=\frac{-1+\sqrt{1+4\alpha E_p}}{2\alpha}\approx E_p-\alpha E_p^2 .
\]

The reduction grows as the square of the energy, so it acts mostly on the fourfold edge. The full root gives 16.29 and 76.26 meV, and the separation becomes 59.97 meV. This estimate treats the nonparabolicity as isotropic. In real silicon it depends on direction, and 0.5 eV\(^{-1}\) is an average. Across the valley axis it is weaker along a cube axis and much stronger along the diagonal between two cube axes. The fourfold valleys of a (001) film are confined along a cube axis, so the drop of their edge, and of the separation, is smaller than this estimate.

**Gate field.** Let the electron sheet density \(n=10^{12}\) cm\(^{-2}\) be balanced by charge on one gate, with no other charge in the film and no field beyond its far face. By Gauss's law the field in the film is largest at the gate side, where it is

\[
F=\frac{en}{\varepsilon_r\varepsilon_0}=0.155\ \text{MV/cm}
\]

for a rough relative permittivity \(\varepsilon_r=11.7\). It falls towards the far face as the electrons screen it. Using this largest value throughout the film gives an overestimate. For a symmetric electron density the average field is half as large. The rest of the field is odd about the midplane, so its potential is even. To first order this potential moves both ground edges equally, because their envelopes are the same sine function. The shift derived below grows as the square of the field, so the actual change in the separation is nearer a quarter of the one computed here.

The added potential energy is \(eFz\), with \(z\) again measured from the midplane. Its average in the symmetric ground state is zero, so the first contribution is of second order. Keep the nearest state, \(j=2\). With \(s=z+L/2\) running from 0 to \(L\), the constant \(L/2\) drops out because the two states are orthogonal, and

\[
\langle2|z|1\rangle=\frac2L\int_0^L s\,\sin\frac{\pi s}{L}\sin\frac{2\pi s}{L}\,ds
=\frac1L\int_0^L s\left(\cos\frac{\pi s}{L}-\cos\frac{3\pi s}{L}\right)ds .
\]

For odd \(p\), integration by parts gives \(\int_0^Ls\cos(p\pi s/L)\,ds=-2L^2/(p^2\pi^2)\). Thus

\[
\langle2|z|1\rangle=-\frac{2L}{\pi^2}\left(1-\frac19\right)=-\frac{16L}{9\pi^2}.
\]

With \(E_2-E_1=3E_1\), the shift is

\[
\delta E\approx-\frac{1}{3E_1}\left(\frac{16\,eFL}{9\pi^2}\right)^2 .
\]

This formula gives \(-3.94\) meV for the twofold edge and \(-0.82\) meV for the fourfold edge. Diagonalization in the same uniform field gives \(-3.79\) and \(-0.82\) meV. The shift is proportional to \(1/E_1\), hence to \(m_z\): the heavier particle gathers more easily on the low side of the film. The lower edge falls further, and the separation widens to 65.71 meV.

**Thickness.** From \(\Delta\propto L^{-2}\), a small change of thickness gives \(\delta\Delta/\Delta\approx-2\,\delta L/L\). One atomic layer is about 0.136 nm, which is 2.7% of the thickness and changes the separation by about 5%. The full formula gives 66.29 meV for the thinner film and 59.47 meV for the thicker one.

**Comparison with a real film.** Silicon films about 5 nm thick between oxide layers occur in fully depleted silicon-on-insulator transistors, so the chosen thickness is a realistic one. Of the assumptions sized here, the impenetrable wall costs most: it accounts for 16 to 20 meV, depending on the oxide mass. The model of part (d) thus gives a separation in the forties of meV instead of 63 meV. It uses the same barrier for both sets of valleys, which is a further assumption. The fourfold valleys are centred at a large wavevector in the plane of the film. If a smooth interface conserves this wavevector, the wave decays faster in the oxide and the separation lies closer to the hard-wall value. The forties of meV are therefore a result of this simple model, not a prediction for a real film. Strain can shift the two sets of valleys relative to each other, and coupling between the two \(\pm z\) valleys can split the twofold edge. Neither effect has been sized here.

### (f) Occupation at 300 K

In one valley, the in-plane states with kinetic energy below \(\epsilon\) fill an ellipse in \((q_x,q_y)\) with semi-axes \(\sqrt{2m_x\epsilon}/\hbar\) and \(\sqrt{2m_y\epsilon}/\hbar\). Its area is \(2\pi m_d\epsilon/\hbar^2\), with \(m_d=\sqrt{m_xm_y}\). There are \(2/(2\pi)^2\) states per unit area of film and of wavevector plane, including spin. The number of states is then \(m_d\epsilon/(\pi\hbar^2)\), and the density of states is the constant \(m_d/(\pi\hbar^2)\).

For a subband with edge \(E\) and \(g\) valleys, multiply by the Fermi function and integrate:

\[
n_E=\frac{g\,m_d}{\pi\hbar^2}\int_0^\infty\frac{d\epsilon}{1+e^{(E+\epsilon-E_F)/k_BT}}
=\frac{g\,m_dk_BT}{\pi\hbar^2}\ln\!\left[1+e^{(E_F-E)/k_BT}\right].
\]

The integral follows because \(-k_BT\ln[1+e^{-(E+\epsilon-E_F)/k_BT}]\) has the integrand as its derivative and vanishes at the upper limit.

In the dilute limit the logarithm reduces to its exponential, and each subband has the weight \(g\,m_d\,e^{-E/k_BT}\). Take masses in units of \(m_0\) and energies from the twofold ground edge. The first three twofold subbands have the total weight

\[
2\times0.19\times\left(1+e^{-49.26/25.85}+e^{-8\times16.42/25.85}\right)\approx0.439 .
\]

The fourfold ground subband has \(m_d=\sqrt{0.916\times0.19}\,m_0=0.417\,m_0\) and the weight

\[
4\times0.417\times e^{-62.74/25.85}\approx0.147 .
\]

The fourfold share is \(0.147/(0.439+0.147)\approx25\%\). With the Fermi function and a total density of \(10^{12}\) cm\(^{-2}\), the Fermi level lies 29.92 meV below the bulk band edge, and the share is 26%. The small increase arises because \(\ln(1+x)<x\), with the largest relative reduction where \(x\) is largest, in the lowest subband.

In unstrained bulk silicon the six valleys are equally filled, and the same four hold two thirds of the electrons. Confinement has moved many of them into the twofold valleys, but a separation of \(2.4\,k_BT\) does not empty the fourfold set: it has twice as many valleys and a larger density-of-states mass. The numerical output lists the main values of each part; the approximate estimates were worked by hand in the text.

## Numbers as computed

```
Film thickness: 5.0 nm
Longitudinal mass (rough): 0.916 m0
Transverse mass (rough): 0.190 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Box energy for mass m0: 15.041 meV
Twofold ground edge: 16.42 meV
Fourfold ground edge: 79.16 meV
Ground-edge separation: 62.74 meV
Ground-edge separation: 0.0627 eV
Grid separation: 62.74 meV
Second twofold edge: 65.68 meV
First excitation, twofold: 49.26 meV
Separation at 10 nm: 15.69 meV
Oxide barrier (rough): 3.1 eV
Oxide mass (rough): 0.5 m0
  Twofold edge, oxide walls: 15.35 meV
  Fourfold edge, oxide walls: 58.44 meV
  Separation, oxide walls: 43.09 meV
Oxide mass (rough): 0.3 m0
  Twofold edge, oxide walls: 15.58 meV
  Fourfold edge, oxide walls: 62.24 meV
  Separation, oxide walls: 46.66 meV
Nonparabolicity (rough): 0.5 1/eV
Twofold edge, nonparabolic: 16.29 meV
Fourfold edge, nonparabolic: 76.26 meV
Separation, nonparabolic: 59.97 meV
Sheet density: 1.0e+12 cm^-2
Relative permittivity (rough): 11.7 (no unit)
Largest gate field: 0.155 MV/cm
Twofold field shift: -3.79 meV
Fourfold field shift: -0.82 meV
Twofold leading field shift: -3.94 meV
Fourfold leading field shift: -0.82 meV
Separation in this field: 65.71 meV
Atomic layer (rough): 0.136 nm
Separation, one layer thinner: 66.29 meV
Separation, one layer thicker: 59.47 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Fourfold in-plane density mass: 0.417 m0
Fermi level from bulk edge: -29.92 meV
Fourfold share, Fermi filling: 26.3 %
Fourfold share, Boltzmann limit: 25.1 %
```
